**Ground-level shift of an electron from the one-loop mass operator**

The program tests the weak-field result \(\delta E=-(\alpha/2\pi)eB/(2m)\) for an electron of charge \(-e\) and mass \(m\) whose magnetic moment lies along the field \(B\). The field parameter is \(L=eB/m^2\) in natural units, and loop shifts are printed in units of \(\alpha m/2\pi\). It asserts that a direct inverse of the Dirac matrix in a Landau basis agrees with the reduced spin formula, and that a matrix exponential agrees with the recoil factor. It also asserts agreement between Euclidean momentum integrals with explicit Landau sums and the derived proper-time integrals, at three field values including zero. Further assertions cover Pauli–Villars removal, the bounds on the integrand, the linear slope and the second-order term. The output gives a slope of \(-0.4999998\) at \(L=10^{-8}\), against the limit \(-1/2\), and shows the linear law failing as \(L\) grows. For 5 T it gives a level shift of \(-3.36\times10^{-7}\) eV, equivalent to \(-81.3\) MHz.

## Numerical check

```python
"""
Result under test: the one-loop mass operator shifts the ground level of an
electron (charge -e) in a weak constant magnetic field B by
    dE = -(alpha/2 pi) e B/(2 m),
the magnetic moment being along B and the spin against B.
Natural units hbar = c = m = 1 are used except in the SI example.
  b = e B ; L = e B/m^2 (the same number when m = 1)
  pi = p + e A : kinetic momentum ; k : photon momentum ; k4 : Euclidean k0
  s, t : electron and photon proper times
  All loop shifts are expressed in units of alpha m/(2 pi).
"""
import numpy as np
import sympy as sp
from scipy import constants as const
from scipy.linalg import expm
from scipy.special import gammaln


def log_grid(low, high, step):
    """Nodes exp(y) and trapezoid weights for an integral over (0, infinity)."""
    nodes = np.exp(np.arange(low, high, step))
    return nodes, nodes * step


# ---- Commutator and ground orbital from an explicit vector potential ----
X, Y = sp.symbols("x y", real=True)
BS = sp.symbols("b", positive=True)


def pi_x(f):
    return -sp.I * sp.diff(f, X) - BS * Y / 2 * f


def pi_y(f):
    return -sp.I * sp.diff(f, Y) + BS * X / 2 * f


generic = sp.Function("f")(X, Y)
commutator = sp.expand(pi_x(pi_y(generic)) - pi_y(pi_x(generic)))
assert sp.simplify(commutator + sp.I * BS * generic) == 0
orbital = sp.exp(-BS * (X**2 + Y**2) / 4)
assert sp.simplify(pi_x(orbital) - sp.I * pi_y(orbital)) == 0

# ---- Matrices: Landau oscillator times Dirac spinor ----
size = 80
b_mat = 0.5
lower = np.diag(np.sqrt(np.arange(1.0, size)), 1).astype(complex)
raise_ = lower.conj().T
one = np.eye(size)
px = np.sqrt(b_mat / 2) * (lower + raise_)
py = 1j * np.sqrt(b_mat / 2) * (lower - raise_)
sigma = [np.array([[0, 1], [1, 0]], complex),
         np.array([[0, -1j], [1j, 0]]),
         np.array([[1, 0], [0, -1]], complex)]
zero2 = np.zeros((2, 2))
gamma0 = np.diag([1.0, 1.0, -1.0, -1.0]).astype(complex)
gammas = [np.block([[zero2, q], [-q, zero2]]) for q in sigma]
vacuum = np.zeros(size)
vacuum[0] = 1.0
ground = np.kron(np.array([0, 1, 0, 0]), vacuum).astype(complex)

dirac_h = (np.kron(gamma0 @ gammas[0], px) + np.kron(gamma0 @ gammas[1], py)
           + np.kron(gamma0, one))
ground_residual = np.linalg.norm(dirac_h @ ground - ground)
assert ground_residual < 1e-12

# Low-energy Hamiltonian with arbitrary g: what the ground level measures
g_trial = 2.3
pauli_h = (np.kron(np.eye(2), px @ px + py @ py) / 2
           + g_trial * b_mat / 4 * np.kron(sigma[2], one))
pauli_ground = np.linalg.eigvalsh(pauli_h)[0]
assert abs(pauli_ground + (g_trial - 2) / 2 * b_mat / 2) < 1e-10

# ---- Spin reduction of the mass-operator integrand ----
kx, ky, kz, k4 = 0.6, -0.5, 0.4, 0.7
k0 = 1j * k4
shifted = [px - kx * one, py - ky * one, -kz * one]
dirac_op = np.kron(gamma0, (1 - k0) * one) - np.eye(4 * size)
for gam, mom in zip(gammas, shifted):
    dirac_op = dirac_op - np.kron(gam, mom)
bra = ground.conj() @ np.kron(gamma0, one)
direct_element = 0
for gam, metric in zip([gamma0] + gammas, [1, -1, -1, -1]):
    big = np.kron(gam, one)
    direct_element += metric * (bra @ big @ np.linalg.solve(
        dirac_op, big @ ground))


def poisson(mean, levels):
    mean = np.asarray(mean)[..., None]
    return np.exp(-mean + levels * np.log(mean) - gammaln(levels + 1))


levels = np.arange(160)
prob = poisson((kx**2 + ky**2) / (2 * b_mat), levels)
free_den = k4**2 + 2j * k4 + kz**2
reduced_element = -np.sum(prob * (2 / (free_den + 2 * b_mat * levels)
                          + 2 * k0 / (free_den + 2 * b_mat * (levels + 1))))
assert abs(direct_element - reduced_element) < 1e-9

# ---- Recoil average over the shifted oscillator ----
s_test = 0.8
osc = shifted[0] @ shifted[0] + shifted[1] @ shifted[1] - b_mat * one
recoil_direct = expm(-s_test * osc)[0, 0].real
recoil_formula = np.exp(-(kx**2 + ky**2)
                        * (1 - np.exp(-2 * b_mat * s_test)) / (2 * b_mat))
assert abs(recoil_direct - recoil_formula) < 1e-9


# ---- Euclidean momentum integral versus proper-time integral ----
def momentum_shift(b, t_min):
    """Photon factor exp(-t_min k^2)/k^2, explicit sum over Landau levels."""
    top = np.log(7 / np.sqrt(t_min))
    kt, wt = log_grid(-18, top, 0.25)
    kl, wl = log_grid(-18, top, 0.25)
    ke, we = log_grid(-36, top, 0.25)
    long2 = (kl[:, None]**2 + ke[None, :]**2).ravel()
    energy = np.broadcast_to(ke, (len(kl), len(ke))).ravel()
    weight = (wl[:, None] * we[None, :]).ravel()
    k_sq = kt[:, None]**2 + long2
    photon = np.exp(-t_min * k_sq) / k_sq * weight
    if b == 0:
        inner = np.sum(photon * ((2 + 2j * energy)
                                 / (k_sq + 2j * energy)).real, axis=1)
    else:
        den = (long2 + 2j * energy)[:, None]
        kernel = (2 / (den + 2 * b * levels)
                  + 2j * energy[:, None] / (den + 2 * b * (levels + 1))).real
        inner = np.sum(poisson(kt**2 / (2 * b), levels)
                       * (photon @ kernel), axis=1)
    return 4 / np.pi * np.sum(wt * kt * inner)


def proper_time_shift(b, t_min=0.0, cutoff=None):
    """Derived double integral; cutoff is a Pauli-Villars photon mass."""
    s, ws = log_grid(-30, 19, 0.1)
    tau, wtau = log_grid(-30, 36, 0.1)
    s, t = s[:, None], t_min + tau[None, :]
    spread = s if b == 0 else -np.expm1(-2 * b * s) / (2 * b)
    value = (np.exp(-s**2 / (s + t)) / ((s + t) * (t + spread))
             * (1 + s / (s + t) * np.exp(-2 * b * s)))
    if cutoff is not None:
        value = value * -np.expm1(-t * cutoff**2)
    return ws @ value @ wtau


momentum_rows = []
for b in (0.0, 0.2, 0.5):
    by_momentum = momentum_shift(b, 1.0)
    by_proper_time = proper_time_shift(b, 1.0)
    assert abs(by_momentum - by_proper_time) < 1e-5
    momentum_rows.append((b, by_momentum, by_proper_time))


# ---- Subtracted shift with the regulator removed ----
def subtracted_integrand(u, w):
    h = -np.expm1(-w) / w
    return u * ((1 + u) * (1 - h) + np.expm1(-w)) / (1 - u * (1 - h))


def subtracted_shift(field):
    step = 0.1
    u = 1 / (1 + np.exp(-np.arange(-36, 36, step)))
    wu = u * (1 - u) * step
    x, wx = log_grid(-36, 3.8, step)
    f = subtracted_integrand(u[:, None], 2 * field * x[None, :] / u[:, None])
    return wu @ f @ (wx * np.exp(-x) / x)


pv_mass = 1000.0
free_shift = proper_time_shift(0.0, cutoff=pv_mass)
free_formula = 3 * np.log(pv_mass) + 0.75
assert abs(free_shift - free_formula) < 1e-4
pv_difference = proper_time_shift(0.5, cutoff=pv_mass) - free_shift
finite_shift = subtracted_shift(0.5)
assert abs(pv_difference - finite_shift) < 1e-4

# Bounds that allow the weak-field limit under the integral
u_b = np.linspace(0.001, 1.0, 400)[:, None]
w_b = np.logspace(-5, 4, 400)[None, :]
size_f = np.abs(subtracted_integrand(u_b, w_b))
assert np.all(size_f <= u_b * w_b * (1 + w_b) + 1e-12)
assert np.all((size_f <= 2 * u_b * w_b + 1e-12)[u_b[:, 0] <= 0.5])

# Linear law
tiny_field = 1e-8
slope = subtracted_shift(tiny_field) / tiny_field
assert abs(slope + 0.5) < 1e-6


# Next term; the tolerance follows the size of the following order
def next_coefficient(field):
    return 4 / 3 * (np.log(1 / (2 * field)) - 13 / 24)


next_rows = []
for field in (1e-4, 1e-5):
    measured = (subtracted_shift(field) + field / 2) / field**2
    assert abs(measured - next_coefficient(field)) < (
        30 * field * np.log(1 / field))
    next_rows.append((field, measured, next_coefficient(field)))

# ---- Worked example in SI units ----
B_tesla = 5.0
alpha = const.fine_structure
L_si = const.e * const.hbar * B_tesla / (const.m_e * const.c)**2
bohr_energy = const.e * const.hbar * B_tesla / (2 * const.m_e)
anomaly = alpha / (2 * np.pi)
shift_joule = -anomaly * bohr_energy
loop_joule = anomaly * const.m_e * const.c**2 * subtracted_shift(L_si)
assert abs(loop_joule / shift_joule - 1) < 1e-5

print("Loop shifts are in units of alpha m/(2 pi); L = eB/m^2")
print(f"Dirac ground-state residual at L=0.5: {ground_residual:.1e} m")
print(f"Low-energy model, g={g_trial}, L={b_mat}: "
      f"ground level {pauli_ground:.6f} m (rest mass removed)")
print(f"Integrand test: L={b_mat}, k=({kx},{ky},{kz}) m, k4={k4} m")
print(f"  Dirac matrix inverse: {direct_element:.8f} 1/m")
print(f"  reduced formula:      {reduced_element:.8f} 1/m")
print(f"Recoil average, s={s_test}/m^2: matrix {recoil_direct:.8f}, "
      f"formula {recoil_formula:.8f}")
print("Unsubtracted shift, photon proper time cut at t=1/m^2:")
for b, left, right in momentum_rows:
    print(f"  L={b:.1f}: momentum integral {left:.6f}, "
          f"proper-time integral {right:.6f}")
print(f"Pauli-Villars mass {pv_mass:.0f} m, free mass shift: "
      f"integral {free_shift:.5f}, formula {free_formula:.5f}")
print(f"Subtracted shift at L=0.5: Pauli-Villars {pv_difference:.6f}, "
      f"regulator removed {finite_shift:.6f}")
print(f"Shift divided by L at L={tiny_field:.0e}: {slope:.7f}")
print("Second-order coefficient (shift + L/2)/L^2:")
for field, left, right in next_rows:
    print(f"  L={field:.0e}: integral {left:.4f}, formula {right:.4f}")
print("Full one-loop shift divided by the linear law:")
for field in (1e-4, 1e-3, 1e-2, 1e-1):
    ratio = -2 * subtracted_shift(field) / field
    two_terms = 1 - 2 * field * next_coefficient(field)
    print(f"  L={field:.0e}: full {ratio:.6f}, two terms {two_terms:.6f}")
print(f"Example field B: {B_tesla:.1f} T")
print(f"Field parameter L: {L_si:.4e}")
print(f"Fine-structure constant alpha: {alpha:.9f}")
print(f"One-loop anomaly alpha/(2 pi): {anomaly:.9f}")
print(f"Bohr energy mu_B B: {bohr_energy / const.e:.6e} eV")
print(f"Ground-level shift: {shift_joule / const.e:.6e} eV")
print(f"Shift divided by h: {shift_joule / const.h / 1e6:.4f} MHz")
print(f"Relative next correction: {-2 * L_si * next_coefficient(L_si):.3e}")
print("no test failed")
```

Running it gives:

```
Loop shifts are in units of alpha m/(2 pi); L = eB/m^2
Dirac ground-state residual at L=0.5: 0.0e+00 m
Low-energy model, g=2.3, L=0.5: ground level -0.037500 m (rest mass removed)
Integrand test: L=0.5, k=(0.6,-0.5,0.4) m, k4=0.7 m
  Dirac matrix inverse: -0.91553376+0.42720732j 1/m
  reduced formula:      -0.91553376+0.42720732j 1/m
Recoil average, s=0.8/m^2: matrix 0.71468790, formula 0.71468790
Unsubtracted shift, photon proper time cut at t=1/m^2:
  L=0.0: momentum integral 1.608306, proper-time integral 1.608307
  L=0.2: momentum integral 1.584778, proper-time integral 1.584779
  L=0.5: momentum integral 1.592997, proper-time integral 1.592998
Pauli-Villars mass 1000 m, free mass shift: integral 21.47329, formula 21.47327
Subtracted shift at L=0.5: Pauli-Villars -0.022921, regulator removed -0.022921
Shift divided by L at L=1e-08: -0.4999998
Second-order coefficient (shift + L/2)/L^2:
  L=1e-04: integral 10.6377, formula 10.6340
  L=1e-05: integral 13.7046, formula 13.7041
Full one-loop shift divided by the linear law:
  L=1e-04: full 0.997872, two terms 0.997873
  L=1e-03: full 0.984821, two terms 0.984872
  L=1e-02: full 0.907036, two terms 0.910124
  L=1e-01: full 0.574078, two terms 0.715261
Example field B: 5.0 T
Field parameter L: 1.1328e-09
Fine-structure constant alpha: 0.007297353
One-loop anomaly alpha/(2 pi): 0.001161410
Bohr energy mu_B B: 2.894191e-04 eV
Ground-level shift: -3.361341e-07 eV
Shift divided by h: -81.2769 MHz
Relative next correction: -5.849e-08
no test failed
```
